# The 27/32 Resistance Ratio of an Optimized Punch-Through Drift Layer

To estimate the on-resistance of a unipolar power device of given voltage rating, one must first decide where the electric field ends. It may fall to zero inside the drift layer, or the layer may be cut short so that a field remains at the heavily doped contact. The choice affects the thickness and doping entered in the calculation, and it changes the coefficient in the resistance limit with which devices are compared. For uniform doping, constant mobility and a fixed critical field, the best layer of the second kind has 27/32 of the resistance of the best layer of the first kind.

## Model and conventions

A uniform n-type drift layer occupies \(0<x<W\), with a one-sided planar junction at \(x=0\) and a heavily doped contact at \(x=W\). The donor density is \(N\), the permittivity \(\varepsilon\), the electron mobility \(\mu\) and the elementary charge \(q>0\). \(E(x)\) denotes the magnitude of the field. The layer must block a voltage \(V\) while its peak field \(E_m\) does not exceed a critical field \(E_c\).

Both \(E_c\) and \(\mu\) are taken to be independent of \(N\) and \(W\), and all donors are ionized. The built-in voltage and the voltage dropped in the contact regions are neglected.

In the on state the layer is treated as undepleted. A current density \(J=q\mu N E_{\rm on}\) then produces a voltage drop \(E_{\rm on}W\), so the resistance times area is

\[
R=\frac{E_{\rm on}W}{J}=\frac{W}{q\mu N}. \tag{1}
\]

Channel, substrate and contact resistances are not included.

In the blocking state the donor charge is uncompensated wherever the layer is depleted. Poisson's equation makes the field magnitude fall linearly away from the junction:

\[
E(x)=E_m-\frac{qN}{\varepsilon}x . \tag{2}
\]

The layer is called non-punch-through if this field reaches zero at a depth \(w\le W\), and punch-through if it is still positive at \(x=W\). The case \(w=W\) is the boundary between the two.

## The best non-punch-through layer

The ratio means something only if its denominator is itself an optimum. Setting \(E(w)=0\) in (2) gives \(qN=\varepsilon E_m/w\). The blocked voltage is the area of the field triangle, \(V=E_mw/2\), so

\[
w=\frac{2V}{E_m},\qquad
qN=\frac{\varepsilon E_m}{w}=\frac{\varepsilon E_m^2}{2V}. \tag{3}
\]

Any thickness beyond \(w\) adds resistance and blocks no voltage. With \(W\ge w\), equation (1) gives

\[
R\ge\frac{w}{q\mu N}
=\frac{1}{\mu}\,\frac{2V}{E_m}\,\frac{2V}{\varepsilon E_m^2}
=\frac{4V^2}{\mu\varepsilon E_m^3}. \tag{4}
\]

The right-hand side falls as \(E_m\) rises, so the best choice is \(E_m=E_c\) together with \(W=w\):

\[
R_{\rm NPT}=\frac{4V^2}{\mu\varepsilon E_c^3},\quad
W_{\rm NPT}=\frac{2V}{E_c},\quad
N_{\rm NPT}=\frac{\varepsilon E_c^2}{2qV}. \tag{5}
\]

## Punch-through layers

When the field extends through the whole layer, integrating (2) from \(0\) to \(W\) gives

\[
V=E_mW-\frac{qN}{2\varepsilon}W^2,
\qquad
qN=\frac{2\varepsilon(E_mW-V)}{W^2}. \tag{6}
\]

The field at the far face follows by inserting this doping in (2):

\[
E(W)=E_m-\frac{2(E_mW-V)}{W}=\frac{2V}{W}-E_m . \tag{7}
\]

It must not be negative, so \(E_m\le 2V/W\). The peak field thus has two upper limits, \(E_c\) and \(2V/W\). At fixed \(W\) and \(V\), the doping in (6) increases with \(E_m\), and therefore \(R\) decreases. The best layer of a given thickness has the largest peak field that both limits allow.

Suppose first that \(W>2V/E_c\). The smaller limit is then \(2V/W\), and (6) gives \(qN\le2\varepsilon V/W^2\). Hence

\[
R\ge\frac{W^3}{2\mu\varepsilon V}
>\frac{1}{2\mu\varepsilon V}\,\frac{8V^3}{E_c^3}
=R_{\rm NPT}. \tag{8}
\]

Such thick layers cannot beat the reference.

Suppose next that \(W\le2V/E_c\). Now \(E_m=E_c\) is allowed and is best. With the reduced thickness

\[
u=\frac{E_cW}{V}, \tag{9}
\]

we have \(E_cW-V=V(u-1)\) and \(W=uV/E_c\). Equation (6) becomes

\[
qN=\frac{2\varepsilon V(u-1)E_c^2}{u^2V^2}
=\frac{2\varepsilon E_c^2}{V}\,\frac{u-1}{u^2},
\qquad
\frac{N}{N_{\rm NPT}}=\frac{4(u-1)}{u^2}. \tag{10}
\]

A positive donor density requires \(u>1\), so the range to be searched is \(1<u\le2\). Its upper end is the non-punch-through optimum. Since \(W/W_{\rm NPT}=u/2\), equation (1) gives

\[
\frac{R}{R_{\rm NPT}}
=\frac{W/W_{\rm NPT}}{N/N_{\rm NPT}}
=\frac{u}{2}\,\frac{u^2}{4(u-1)}
=\frac{u^3}{8(u-1)}. \tag{11}
\]

As \(u\to1\) the field becomes flat and the layer is as thin as it can be, but the permitted doping goes to zero and the resistance diverges. At \(u=2\) the ratio is 1.

## Proof of the minimum

The stationary point of (11) follows from its logarithmic derivative, \(3/u-1/(u-1)=0\), which gives \(3(u-1)=u\) and \(u=3/2\). The ratio there is \((27/8)/4=27/32\). To show that this is the least value over the whole range, subtract it from (11):

\[
\frac{u^3}{8(u-1)}-\frac{27}{32}
=\frac{4u^3-27u+27}{32(u-1)} . \tag{12}
\]

The numerator factors, as multiplication confirms:

\[
\begin{aligned}
(2u-3)^2(u+3)&=(4u^2-12u+9)(u+3)\\
&=4u^3+(12-12)u^2+(9-36)u+27\\
&=4u^3-27u+27 .
\end{aligned}
\]

Therefore

\[
\frac{R}{R_{\rm NPT}}=\frac{27}{32}
+\frac{(2u-3)^2(u+3)}{32(u-1)} . \tag{13}
\]

For \(u>1\) the second term is non-negative, and it vanishes only at \(u=3/2\). With (8) covering the thicker layers, this proves that within the model

\[
R_{\rm PT}=\frac{27}{32}R_{\rm NPT}
=\frac{27V^2}{8\mu\varepsilon E_c^3}. \tag{14}
\]

Equations (9), (10) and (7) give the optimum layer:

\[
W=\frac{3V}{2E_c},\qquad
N=\frac{4\varepsilon E_c^2}{9qV},\qquad
E(W)=\frac{4E_c}{3}-E_c=\frac{E_c}{3}. \tag{15}
\]

Its thickness is 3/4 and its doping 8/9 of the non-punch-through values, and the quotient of these fractions is 27/32.

The reason for the gain can be seen at \(u=2\). The far end of the triangular field carries almost no voltage, yet that part of the layer contributes its full share of resistance. The derivative of \((u-1)/u^2\) is \((2-u)/u^3\), which vanishes at \(u=2\). Removing a thin slice from the far end therefore costs no doping to first order, while the thickness falls to first order. Further thinning does cost doping, and at \(u=3/2\) the two effects balance.

Punch-through alone does not guarantee a gain. Setting (11) equal to 1 gives

\[
u^3-8u+8=(u-2)(u^2+2u-4)=0 ,
\]

whose roots above 1 are \(u=2\) and \(u=\sqrt5-1\). A layer thinner than \((\sqrt5-1)V/E_c\) has a higher resistance than the non-punch-through optimum.

## What changes in a device comparison

The figure of merit \(V^2/R\) follows from (5) and (14):

\[
\left.\frac{V^2}{R}\right|_{\rm NPT}=\frac{\mu\varepsilon E_c^3}{4},
\qquad
\left.\frac{V^2}{R}\right|_{\rm PT}=\frac{8\mu\varepsilon E_c^3}{27}. \tag{16}
\]

The second is larger by the factor 32/27. A punch-through device can therefore lie beyond a limit line drawn with the coefficient 1/4 without having a better material.

The gain can instead be taken as voltage. If a punch-through layer rated at \(V'\) has the resistance of a non-punch-through layer rated at \(V\), then \(27V'^2/8=4V^2\), so \(V'=V\sqrt{32/27}\).

The voltage at which the depletion region first reaches the contact is the area of a triangle of base \(W\) and slope \(qN/\varepsilon\). Using (6) with \(E_m=E_c\),

\[
V_{\rm reach}=\frac{qNW^2}{2\varepsilon}=E_cW-V=\frac{3V}{2}-V=\frac{V}{2}. \tag{17}
\]

The optimum layer is thus fully depleted at half its rated voltage. Above that voltage the field rises by the same amount everywhere in the layer.

## A 1500 V layer

Take round model parameters: relative permittivity 10, \(E_c=2.5\) MV/cm, \(\mu=1000\) cm²/(V s) and \(V=1500\) V. The non-punch-through thickness is

\[
W_{\rm NPT}=\frac{2\times1500\ {\rm V}}{2.5\times10^6\ {\rm V/cm}}
=1.2\times10^{-3}\ {\rm cm}=12\ \mu{\rm m}.
\]

Equation (5) gives a doping of \(1.151\times10^{16}\) cm⁻³ and a resistance of 0.6505 mΩ cm². For the punch-through optimum,

\[
\begin{aligned}
W&=\tfrac34\times12\ \mu{\rm m}=9\ \mu{\rm m},\\
N&=\tfrac89\times1.151\times10^{16}\ {\rm cm^{-3}}
=1.023\times10^{16}\ {\rm cm^{-3}},\\
R_{\rm PT}&=\tfrac{27}{32}\times0.6505\ {\rm m\Omega\,cm^2}
=0.5489\ {\rm m\Omega\,cm^2}.
\end{aligned}
\]

The far-face field is 0.833 MV/cm. As a check on the voltage, the mean field is \((2.5+0.833)/2=1.667\) MV/cm, and over 9 µm this gives 1500 V. The contact is reached at 750 V. The figure of merit rises from 3.46 to 4.10 GW/cm². At the non-punch-through resistance, a punch-through layer could be rated at 1633 V.

The numerical output also contains a search over doping in which the blocking voltage is integrated from the field. It finds the ratio 0.843750, in agreement with 27/32.

To see how flat the minimum is, write \(u=\tfrac32(1+\eta)\), where \(\eta\) is the fractional departure of the design thickness from the optimum, and choose the doping for each thickness so that the peak field stays at \(E_c\). Then \(2u-3=3\eta\), \(u+3=\tfrac32(3+\eta)\) and \(u-1=\tfrac12(1+3\eta)\). Dividing (13) by 27/32 gives

\[
\frac{R}{R_{\rm PT}}-1
=\frac{(2u-3)^2(u+3)}{27(u-1)}
=\frac{\eta^2(3+\eta)}{1+3\eta}. \tag{18}
\]

A layer 10% too thin has 4.1% more resistance than the optimum, and one 10% too thick has 2.4% more. At 20% the penalties are 28% and 8%. The denominator in (18) makes the thin side steeper, because there the permitted doping is heading for zero. These figures compare designs, each with its own doping; they are not manufacturing tolerances. If the doping is left unchanged, equation (1) gives a layer 10% too thick 10% more resistance, and by (6) a layer that is too thin no longer blocks \(V\) with a peak field of \(E_c\).

## Uniform doping is part of the result

Let the doping vary with depth, and define \(g(x)=qN(x)/\varepsilon\), the local slope of the field. With peak field \(E_c\), the field is \(E(x)=E_c-\int_0^x g(x')\,dx'\). In the double integral for the voltage, the slope at \(x'\) lowers the field over the remaining distance \(W-x'\), so

\[
V=E_cW-\int_0^W(W-x)\,g(x)\,dx,
\qquad
R=\frac{1}{\mu\varepsilon}\int_0^W\frac{dx}{g(x)} . \tag{19}
\]

The Cauchy–Schwarz inequality applied to the functions \(g^{-1/2}\) and \([(W-x)g]^{1/2}\) gives

\[
\int_0^W\!\frac{dx}{g}\int_0^W\!(W-x)g\,dx
\ge\left(\int_0^W\!\sqrt{W-x}\,dx\right)^2
=\frac{4W^3}{9}. \tag{20}
\]

The second integral equals \(E_cW-V=V(u-1)\), and \(W=uV/E_c\). Hence

\[
R\ge\frac{4V^2}{9\mu\varepsilon E_c^3}\,\frac{u^3}{u-1}
\ge\frac{4V^2}{9\mu\varepsilon E_c^3}\,\frac{27}{4}
=\frac{3V^2}{\mu\varepsilon E_c^3}
=\frac34R_{\rm NPT}. \tag{21}
\]

The second inequality is (13) multiplied by 8. A lower peak field would replace \(E_c\) by a smaller number and raise the bound, and an undepleted remainder would add resistance.

Both inequalities become equalities when \(u=3/2\) and \(1/g\propto(W-x)g\), that is, \(g=g_0(1-x/W)^{-1/2}\). The voltage condition \(\tfrac23g_0W^2=V/2\) then fixes \(g_0=3V/(4W^2)=E_c^2/(3V)\). Since \(2g_0W=E_c\), the field is

\[
E(x)=E_c-2g_0W\left(1-\sqrt{1-x/W}\right)=E_c\sqrt{1-x/W}. \tag{22}
\]

It is non-negative throughout, so the profile is admissible and the ratio 3/4 is the optimum among one-dimensional n-type profiles at constant mobility and fixed critical field; laterally charge-compensated (superjunction) layers lie outside this bound. The field (22) falls to zero at \(x=W\), so this optimum sits on the boundary between the two kinds of layer, and its gain comes from the grading, not from a field left at the contact. The doping diverges at the contact, so a real layer can only approach this value. In a numerical optimization with equal-width sublayers, two sublayers give 0.787 and twelve give 0.753.

## When the critical field is not fixed

Breakdown by impact ionization depends on the field along the whole path, not on its peak alone. A simple model of this replaces the condition \(E_m=E_c\) by \(\int_0^W AE^7dx=1\), with \(A\) constant. Let \(k=qN/\varepsilon\) and \(t=E(W)/E_m\). Because the field is linear, \(dx\) can be replaced by \(dE/k\) with the limits in increasing order:

\[
\frac{AE_m^8(1-t^8)}{8k}=1,\qquad
V=\frac{E_m^2(1-t^2)}{2k},\qquad
W=\frac{E_m(1-t)}{k}. \tag{23}
\]

Eliminating \(k\) from the first two relations gives

\[
E_m^6=\frac{4(1-t^2)}{AV(1-t^8)} . \tag{24}
\]

The resistance is \(R=W/(\mu\varepsilon k)\), so

\[
R=\frac{E_m(1-t)}{\mu\varepsilon k^2}
=\frac{64(1-t)}{\mu\varepsilon A^2E_m^{15}(1-t^8)^2}. \tag{25}
\]

Now insert \(E_m^{-15}=(E_m^6)^{-5/2}\) from (24) and divide by the value at \(t=0\), which is the non-punch-through layer at breakdown:

\[
\frac{R(t)}{R(0)}=(1-t)(1-t^2)^{-5/2}(1-t^8)^{1/2}. \tag{26}
\]

For small \(t^8\) the last factor is close to 1. The logarithmic derivative of the rest vanishes when \(5t/(1-t^2)=1/(1-t)\), or \(5t=1+t\), which gives \(t=1/4\). Numerical minimization of the full model gives \(t=0.250\) and a ratio of 0.881.

The saving is therefore about 12% in this model, against about 16% at fixed critical field. Equation (24) shows why it is smaller: for \(0<t<1\) the factor \((1-t^2)/(1-t^8)\) is below 1, so at equal voltage the punch-through layer breaks down at a lower peak field. The fraction 27/32 belongs to uniform doping, constant mobility and a critical field that is the same for both layers.

## Numbers as computed

```
relative permittivity: 10.0
critical field: 2.50 MV/cm
mobility: 1000 cm^2/(V s)
blocking voltage: 1500 V
NPT thickness: 12.000 um
NPT doping: 1.1513 x 10^16 cm^-3
NPT resistance: 0.6505 mOhm cm^2
NPT figure of merit V^2/R: 3.4587 GW/cm^2
PT thickness: 9.000 um
PT doping: 1.0234 x 10^16 cm^-3
PT resistance: 0.5489 mOhm cm^2
PT figure of merit V^2/R: 4.0992 GW/cm^2
PT far-face field: 0.8333 MV/cm
PT reach-through voltage: 750.0 V
thickness ratio PT/NPT: 0.7500
doping ratio PT/NPT: 0.8889
resistance ratio PT/NPT by search: 0.843750
27/32 as a decimal: 0.843750
scan: u, thickness (um), doping (10^16 cm^-3), R/R_NPT
  1.20  7.20  0.6396  1.0800
  1.35  8.10  0.8844  0.8787
  1.50  9.00  1.0234  0.8438
  1.65  9.90  1.0995  0.8639
  1.80  10.80  1.1371  0.9112
  2.00  12.00  1.1513  1.0000
PT voltage at the NPT resistance: 1633.0 V
voltage gain at equal resistance: 1.0887
best ratio, 1 doping layer(s): 0.8438, far-face field/Ec: 0.333
best ratio, 2 doping layer(s): 0.7872, far-face field/Ec: 0.230
best ratio, 12 doping layer(s): 0.7530, far-face field/Ec: 0.089
ratio for the ideal graded profile: 0.7500
avalanche model, best ratio: 0.8813
avalanche model, far-face/peak field: 0.2501
```
